# Heavy- and light-hole normal masses and tunnelling decay at a (001) interface: verification in Python

```python
"""Normal masses and tunnelling decay of holes at a (001) interface.

Result under test, at zero in-plane wavevector:
  m_HH = m0/(g1-2 g2),  m_LH = m0/(g1+2 g2),  kappa = sqrt(2 m w)/hbar.
g1,g2,g3: Luttinger parameters; w: energy below the local barrier edge;
kappa: amplitude decay rate. Hole energy is positive into the valence band.
Lengths are in nm and energies in eV unless a name says otherwise.
Material inputs are rough typical values for p-type germanium.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

g1, g2, g3 = 13.4, 4.2, 5.7
split_off, direct_gap, eps_r = 0.29, 0.80, 16.0
barrier, acceptors_cm3, temperature = 0.10, 1e19, 300.0
q, hbar, m0 = const.e, const.hbar, const.m_e
c = hbar**2 / (2 * m0) / q * 1e18       # hbar^2/(2 m0), eV nm^2
eps = eps_r * const.epsilon_0
kT = const.k * temperature / q
N = acceptors_cm3 * 1e6                 # m^-3

# Spin-3/2 matrices, basis Jz = 3/2, 1/2, -1/2, -3/2
raising = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
     np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]


def luttinger(kx, ky, kz):
    k = [kx, ky, kz]
    h = (g1 + 2.5 * g2) * sum(x * x for x in k) * np.eye(4, dtype=complex)
    for i in range(3):
        h = h - 2 * g2 * k[i]**2 * J[i] @ J[i]
        for j in range(i):
            h = h - 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return c * h


# Independent six-band construction from X, Y, Z orbitals and spin
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
L_dot_sigma = sum(np.kron(-1j * levi[i], pauli[i]) for i in range(3))


def orbital(kx, ky, kz, delta=split_off):
    k = np.array([kx, ky, kz])
    h = 6 * g3 * np.outer(k, k)
    for i in range(3):
        h[i, i] = (g1 - 2 * g2) * (k @ k) + 6 * g2 * k[i]**2
    return c * np.kron(h, np.eye(2)) + delta / 3 * (np.eye(6) - L_dot_sigma)


so_values, so_vectors = np.linalg.eigh(L_dot_sigma)
quartet = so_vectors[:, so_values > 0]
assert quartet.shape == (6, 4)
for k in [(0.3, -0.5, 0.7), (0.0, 0.0, 1.0), (1.1, 0.4, 0.2)]:
    projected = quartet.conj().T @ orbital(*k) @ quartet
    assert np.allclose(np.linalg.eigvalsh(projected),
                       np.linalg.eigvalsh(luttinger(*k)), atol=1e-11)
z_projector = np.kron(np.diag([0, 0, 1]), np.eye(2))
z_weights = np.linalg.eigvalsh(quartet.conj().T @ z_projector @ quartet)
assert np.allclose(z_weights, [0, 0, 2 / 3, 2 / 3], atol=1e-12)

# Normal masses: formula against curvature of the matrix Hamiltonian
inverse_mass = {"HH": g1 - 2 * g2, "LH": g1 + 2 * g2}
mass = {b: 1 / a for b, a in inverse_mass.items()}
curvature = np.linalg.eigvalsh(luttinger(0, 0, 1)) / c
assert np.allclose(curvature, [1 / mass["HH"]] * 2 + [1 / mass["LH"]] * 2)
mass111 = c / np.linalg.eigvalsh(luttinger(*(np.ones(3) / np.sqrt(3))))
assert np.allclose(1 / mass111[[0, 3]], [g1 - 2 * g3, g1 + 2 * g3])


def decay_modes(hamiltonian, w, kx=0.0):
    """All complex kz with Im(kz)>0 at energy -w, from H(kz)=H0+H1 kz+H2 kz^2."""
    H0 = hamiltonian(kx, 0, 0)
    plus, minus = hamiltonian(kx, 0, 1), hamiltonian(kx, 0, -1)
    H2, H1 = (plus + minus) / 2 - H0, (plus - minus) / 2
    n = len(H0)
    companion = np.block([[np.zeros((n, n)), np.eye(n)],
                          [-np.linalg.solve(H2, H0 + w * np.eye(n)),
                           -np.linalg.solve(H2, H1)]])
    roots = np.linalg.eigvals(companion)
    roots = roots[roots.imag > 1e-9]
    assert len(roots) == n
    return roots[np.argsort(roots.imag)]


kappa = {b: np.sqrt(2 * mass[b] * m0 * barrier * q) / hbar * 1e-9 for b in mass}
modes = decay_modes(luttinger, barrier)
assert np.allclose(modes.imag, [kappa["LH"]] * 2 + [kappa["HH"]] * 2, rtol=1e-7)


def log_transmission(a, length, energy=0.03):
    """Scattering through a flat barrier whose top is barrier above energy."""
    k = np.sqrt(energy / (c * a))
    sol = solve_ivp(lambda z, y: [y[1], barrier / (c * a) * y[0]],
                    (length, 0), np.array([1, 1j * k], complex),
                    rtol=1e-9, atol=1e-11)
    psi, slope = sol.y[:, -1]
    return -2 * np.log(abs((psi + slope / (1j * k)) / 2))


kappa_scatter = {}
for b in mass:
    a = curvature[0] if b == "HH" else curvature[3]
    kappa_scatter[b] = (log_transmission(a, 12) - log_transmission(a, 16)) / 8
    assert abs(kappa_scatter[b] / kappa[b] - 1) < 1e-3

# Depletion barrier, energy at the bulk band edge
width = np.sqrt(2 * eps * barrier / (q * N)) * 1e9
E00 = {b: hbar / 2 * np.sqrt(N / (mass[b] * m0 * eps)) for b in mass}
z = np.linspace(1e-6, width, 100001)
profile = barrier * (1 - z / width)**2


def action(a, excess, grid):
    return 2 * trapezoid(np.sqrt(np.maximum(excess, 0) / (c * a)), grid)


exponent, density_drop = {}, {}
for b, a in inverse_mass.items():
    exponent[b] = barrier / E00[b]
    assert abs(action(a, profile, z) / exponent[b] - 1) < 1e-5
    strength = barrier * width**2 / (c * a)
    # Distance from depletion edge in units of width; decaying solution
    sol = solve_ivp(lambda y, f: [f[1], strength * y * y * f[0]], (4, 0),
                    [1.0, -4 * np.sqrt(strength)], t_eval=[4, 3, 2, 1, 0],
                    rtol=1e-9, atol=1e-11)
    density = sol.y[0]**2
    # Next WKB order leaves a few hundredths in this logarithm
    expected_log = 5 * exponent[b] + np.log(1.5)
    assert abs(np.log(density[2] / density[1]) - expected_log) < 0.05
    density_drop[b] = density[3] / density[4]

# Strain splitting that makes the two decay rates equal
equal_split = barrier * (1 - mass["LH"] / mass["HH"])


def strained(shift):
    term = shift / 2 * (J[2] @ J[2] - np.eye(4) / 4)
    # Heavy barrier edge moves down in hole energy by shift
    return lambda kx, ky, kz: luttinger(kx, ky, kz) - term


assert np.ptp(decay_modes(strained(equal_split), barrier).imag) < 1e-7
assert np.ptp(decay_modes(strained(equal_split / 2), barrier).imag) > 0.05

# Finite in-plane wavevector along [100]: point where decay rates merge
D, A = g3**2 - g2**2, g1**2 - 4 * g2**2
x_roots = np.roots([3 * D * (3 * D - A), -3 * D * g1, g2**2])
x_merge = min(r.real for r in x_roots if abs(r.imag) < 1e-12 and r.real > 0)
k_merge = np.sqrt(x_merge * barrier / c)
low, high = 0.01, 0.40
for _ in range(45):
    middle = (low + high) / 2
    if np.max(abs(decay_modes(luttinger, barrier, middle).real)) > 1e-4:
        high = middle
    else:
        low = middle
assert abs(high - k_merge) < 1e-4
k_small, k_large = 0.15, 0.35
mixed = decay_modes(luttinger, barrier, k_small)
merged = decay_modes(luttinger, barrier, k_large)
assert np.ptp(mixed.imag) > 0.05 and np.ptp(merged.imag) < 1e-6
_, singular, vh = np.linalg.svd(luttinger(k_small, 0, mixed[0])
                                + barrier * np.eye(4))
assert singular[-2] < 1e-7
heavy_weight = np.sum(abs(vh[-2:, [0, 3]])**2) / 2
assert heavy_weight > 1e-3
k_thermal = np.sqrt(kT / (c * inverse_mass["HH"]))

# Coupling to split-off and conduction bands
six_modes = decay_modes(orbital, barrier).imag
kappa_so = six_modes[0]
assert np.min(abs(six_modes - kappa["HH"])) < 1e-7
far_split = decay_modes(lambda x, y, s: orbital(x, y, s, 1000.0), barrier)
assert abs(far_split[0].imag / kappa["LH"] - 1) < 1e-3
kappa_cb = kappa["LH"] * np.sqrt(1 - barrier / direct_gap)
coupling = np.sqrt(direct_gap * c / mass["LH"]) * 1j * kappa_cb
two_band = np.linalg.eigvals([[0, coupling], [coupling, -direct_gap]])
assert np.min(abs(two_band + barrier)) < 1e-9

# Bulk degeneracy from the angular average of the four-band dispersion
nodes, weights = np.polynomial.legendre.leggauss(20)
angles = 2 * np.pi * np.arange(32) / 32
average = 0.0
for u, weight in zip(nodes, weights):
    for angle in angles:
        s = np.sqrt(1 - u * u)
        a = np.linalg.eigvalsh(luttinger(s * np.cos(angle),
                                         s * np.sin(angle), u)) / c
        average += weight / 2 / 32 * np.sum(a**-1.5)


def hole_density(fermi):
    integral = quad(lambda e: np.sqrt(e) / (1 + np.exp((e - fermi) / kT)),
                    0, 1.2, points=[0.05, 0.2], limit=200)[0]
    return average * c**-1.5 / (4 * np.pi**2) * integral


fermi = brentq(lambda f: hole_density(f) - N * 1e-27, -0.2, 0.3)
assert fermi > 0
bending = barrier + fermi
width_deg = np.sqrt(2 * eps * bending / (q * N)) * 1e9
z_deg = np.linspace(0, width_deg, 100001)
excess_deg = bending * (1 - z_deg / width_deg)**2 - fermi
exp_deg = {b: action(a, excess_deg, z_deg) for b, a in inverse_mass.items()}
image_profile = profile - q / (16 * np.pi * eps) * 1e9 / z
exp_image = {b: action(a, image_profile, z) for b, a in inverse_mass.items()}

print(f"Luttinger parameters g1, g2, g3: {g1}, {g2}, {g3}")
print(f"Barrier {barrier:.2f} eV; acceptors {acceptors_cm3:.1e} cm^-3")
print(f"Relative permittivity {eps_r:.1f}; temperature {temperature:.0f} K")
print(f"Split-off energy {split_off:.2f} eV; direct gap {direct_gap:.2f} eV")
print(f"hbar^2/(2 m0): {c:.5f} eV nm^2")
print(f"Inverse mass of Z orbital along z: {g1 + 4*g2:.2f} /m0")
print(f"Inverse mass of X,Y orbitals along z: {g1 - 2*g2:.2f} /m0")
print(f"Z-orbital weight, heavy and light: {abs(z_weights[0]):.4f}, "
      f"{z_weights[-1]:.4f}")
for b in mass:
    print(f"{b} inverse mass: {inverse_mass[b]:.2f} /m0")
    print(f"{b} normal mass: {mass[b]:.4f} m0")
    print(f"{b} decay rate kappa: {kappa[b]:.4f} nm^-1")
    print(f"{b} kappa from scattering: {kappa_scatter[b]:.4f} nm^-1")
    print(f"{b} density decay length 1/(2 kappa): {1/(2*kappa[b]):.3f} nm")
    print(f"{b} E00: {E00[b]*1000:.2f} meV")
    print(f"{b} depletion exponent: {exponent[b]:.3f}")
    print(f"{b} WKB factor exp(-exponent): {np.exp(-exponent[b]):.4f}")
    print(f"{b} wave-equation density ratio, face/edge: {density_drop[b]:.4f}")
    print(f"{b} exponent with bulk degeneracy: {exp_deg[b]:.3f}")
    print(f"{b} exponent with image force: {exp_image[b]:.3f}")
print(f"Decay-rate ratio HH/LH: {kappa['HH']/kappa['LH']:.4f}")
print(f"Depletion width: {width:.3f} nm")
print(f"Strain splitting for equal rates: {equal_split*1000:.2f} meV")
print(f"In-plane k where rates merge, [100]: {k_merge:.4f} nm^-1")
print(f"Dimensionless merging value x: {x_merge:.5f}")
print(f"Rates at in-plane k={k_small} nm^-1: {mixed[0].imag:.4f}, "
      f"{mixed[-1].imag:.4f} nm^-1")
print(f"Heavy weight in slow mode at that k: {heavy_weight:.4f}")
print(f"Common rate at in-plane k={k_large} nm^-1: {merged[0].imag:.4f} nm^-1")
print(f"Oscillation |Re kz| at that k: {abs(merged[0].real):.4f} nm^-1")
print(f"Thermal HH wavevector along [100]: {k_thermal:.4f} nm^-1")
print(f"LH kappa with split-off coupling: {kappa_so:.4f} nm^-1")
print(f"LH kappa, two-band conduction estimate: {kappa_cb:.4f} nm^-1")
print(f"Normal masses on (111), HH and LH: {mass111[0]:.4f}, "
      f"{mass111[3]:.4f} m0")
print(f"Bulk Fermi energy inside valence band: {fermi*1000:.2f} meV")
print(f"Thermal energy kT: {kT*1000:.2f} meV")
print(f"Thermal factor exp(-barrier/kT): {np.exp(-barrier/kT):.4f}")
print(f"Barrier top with image force: {image_profile.max()*1000:.2f} meV")
print(f"Mean dopant spacing N^(-1/3): {N**(-1/3)*1e9:.3f} nm")
print("all good")
```

It prints:

```
Luttinger parameters g1, g2, g3: 13.4, 4.2, 5.7
Barrier 0.10 eV; acceptors 1.0e+19 cm^-3
Relative permittivity 16.0; temperature 300 K
Split-off energy 0.29 eV; direct gap 0.80 eV
hbar^2/(2 m0): 0.03810 eV nm^2
Inverse mass of Z orbital along z: 30.20 /m0
Inverse mass of X,Y orbitals along z: 5.00 /m0
Z-orbital weight, heavy and light: 0.0000, 0.6667
HH inverse mass: 5.00 /m0
HH normal mass: 0.2000 m0
HH decay rate kappa: 0.7245 nm^-1
HH kappa from scattering: 0.7245 nm^-1
HH density decay length 1/(2 kappa): 0.690 nm
HH E00: 32.82 meV
HH depletion exponent: 3.047
HH WKB factor exp(-exponent): 0.0475
HH wave-equation density ratio, face/edge: 0.0118
HH exponent with bulk degeneracy: 2.179
HH exponent with image force: 1.722
LH inverse mass: 21.80 /m0
LH normal mass: 0.0459 m0
LH decay rate kappa: 0.3470 nm^-1
LH kappa from scattering: 0.3470 nm^-1
LH density decay length 1/(2 kappa): 1.441 nm
LH E00: 68.53 meV
LH depletion exponent: 1.459
LH WKB factor exp(-exponent): 0.2324
LH wave-equation density ratio, face/edge: 0.0774
LH exponent with bulk degeneracy: 1.043
LH exponent with image force: 0.825
Decay-rate ratio HH/LH: 2.0881
Depletion width: 4.205 nm
Strain splitting for equal rates: 77.06 meV
In-plane k where rates merge, [100]: 0.2624 nm^-1
Dimensionless merging value x: 0.02624
Rates at in-plane k=0.15 nm^-1: 0.3972, 0.7041 nm^-1
Heavy weight in slow mode at that k: 0.2179
Common rate at in-plane k=0.35 nm^-1: 0.6089 nm^-1
Oscillation |Re kz| at that k: 0.1605 nm^-1
Thermal HH wavevector along [100]: 0.3684 nm^-1
LH kappa with split-off coupling: 0.3335 nm^-1
LH kappa, two-band conduction estimate: 0.3246 nm^-1
Normal masses on (111), HH and LH: 0.5000, 0.0403 m0
Bulk Fermi energy inside valence band: 33.48 meV
Thermal energy kT: 25.85 meV
Thermal factor exp(-barrier/kT): 0.0209
Barrier top with image force: 37.52 meV
Mean dopant spacing N^(-1/3): 4.642 nm
all good
```
